Counting polarization invariants of m-3m and what the count fixes

**Problem**

A cubic crystal of point group m-3m carries a uniform polarization P = (P1, P2, P3), with components along the cube axes. Its free energy is expanded in polynomials of P, and gradients of P are left out. Let N(n) be the number of linearly independent homogeneous polynomials of degree n that all 48 operations of the group leave unchanged.

(a) Find the generating function M(t) = Σ N(n) tⁿ.

(b) Read off N(n) for even n from 2 to 12, and write down a basis at each order.

(c) Suppose |P| is fixed and only its direction varies. How many direction energies fix the anisotropy through order n? Which directions can be the lowest at sixth order?

(d) At fixed |P| and zero stress, a model crystal has these energies relative to [001]: −20 kJ/m³ along [011], +100 kJ/m³ along [111], and −50 kJ/m³ at 22.5° from [001] towards [011]. Where does the polarization point according to the sixth-order and the eighth-order expansions?

**Hints**

1. Averaging a polynomial over the group projects it onto the invariants. The trace of a projector is the dimension of the space it projects onto.

2. The trace of g on polynomials of degree n follows from the three eigenvalues of g. Sum over n before summing over the group.

3. Every operation of m-3m permutes the axes and then changes some signs. Average over the signs first.

4. For (c), use the squares of the direction cosines. They are non-negative and add up to one.

**Solution (a): the generating function**

Let g act on a polynomial by (D(g)p)(P) = p(g⁻¹P), and define the average

R = (1/48) Σ_g D(g).

The polynomial Rp is invariant, since a further operation merely reorders the sum. If p is already invariant, then Rp = p. Hence R² = R, and R projects onto the invariants. On polynomials of degree n this gives

N(n) = tr R = (1/48) Σ_g tr Dₙ(g).

The matrix g⁻¹ is orthogonal, so it can be diagonalized over the complex numbers. There are then three linear forms ℓ1, ℓ2, ℓ3 that are multiplied by its eigenvalues λ1, λ2, λ3. The products ℓ1^p ℓ2^q ℓ3^r with p+q+r = n are a basis of the polynomials of degree n, and each is multiplied by λ1^p λ2^q λ3^r. Summing over all degrees gives three geometric series:

Σₙ tⁿ tr Dₙ(g) = Σ (tλ1)^p (tλ2)^q (tλ3)^r = 1/[(1−tλ1)(1−tλ2)(1−tλ3)] = 1/det(1−tg⁻¹).

As g runs through the group, so does g⁻¹. This gives Molien's formula,

M(t) = (1/48) Σ_g 1/det(1−tg).

Now write g as one of 6 permutations combined with one of 8 sign choices. Consider a cycle of k axes, and let σ = ±1 be the product of its signs. Applying g k times returns each of these axes to itself, multiplied by σ, so the eigenvalues obey λᵏ = σ. Each of the k roots occurs once: if e is one axis of the cycle, then Σⱼ λ⁻ʲ gʲe, with j from 0 to k−1, is an eigenvector for the root λ. The cycle therefore contributes the factor

Π(1−tλ) = 1−σtᵏ

to the determinant. Half of the sign choices give σ = +1 and half give σ = −1, independently for each cycle. The sign average for one cycle is

½[1/(1−tᵏ) + 1/(1+tᵏ)] = 1/(1−t²ᵏ).

The identity has three cycles of length 1. Each of the three exchanges has one cycle of length 1 and one of length 2. Each of the two cyclic permutations has one cycle of length 3. With q = t²,

M = (1/6) { 1/(1−q)³ + 3/[(1−q)(1−q²)] + 2/(1−q³) }.

Put everything over the common denominator (1−q)(1−q²)(1−q³). The three numerators are

(1+q)(1+q+q²) = 1+2q+2q²+q³,

3(1−q³) = 3−3q³,

2(1−q)(1−q²) = 2−2q−2q²+2q³.

The powers of q cancel and the sum is 6. Hence

M(t) = 1/[(1−t²)(1−t⁴)(1−t⁶)].

Odd orders are absent, as inversion requires.

**Solution (b): the numbers and the basis**

Expanding the three factors shows that N(2m) is the number of non-negative integer solutions of

i + 2j + 3k = m.

The three factors suggest three building blocks of degree 2, 4 and 6:

I2 = P1² + P2² + P3²,

I4 = P1²P2² + P2²P3² + P3²P1²,

I6 = P1²P2²P3².

All three are invariant, so I2ⁱ I4ʲ I6ᵏ is an invariant of order 2m for every solution. These products are linearly independent. To see this, order the terms by the power of P1², then by that of P2². The leading term of the product is

(P1²)^(i+j+k) (P2²)^(j+k) (P3²)^k,

which differs for different (i, j, k). In a sum of products, the highest leading term cannot be cancelled. There are N(2m) products, so they form a basis:

- Order 2: N = 1; I2
- Order 4: N = 2; I2², I4
- Order 6: N = 3; I2³, I2I4, I6
- Order 8: N = 4; I2⁴, I2²I4, I4², I2I6
- Order 10: N = 5; I2⁵, I2³I4, I2I4², I2²I6, I4I6
- Order 12: N = 7; I2⁶, I2⁴I4, I2²I4², I4³, I2³I6, I2I4I6, I6²

"Independent" here means linearly independent within one order. In the algebraic sense there are three independent invariants, and every other invariant is a polynomial in them. An energy expansion through order 12 still needs a coefficient for each product, 22 in all. Symmetry alone does not relate these coefficients.

**Solution (c): fixed length of P**

On the sphere |P| = P0, I2 is a constant. An invariant of lower even order can be multiplied by a power of I2/P0² without changing its values there. Every anisotropy through order n is therefore the restriction of a homogeneous invariant of order n. No independence is lost: a homogeneous polynomial that vanishes on the sphere vanishes everywhere, by scaling. So for even n there are N(n) independent direction functions through order n, including the constant.

N(n) suitably chosen directions fix their coefficients. If the values of the functions at all directions failed to span N(n) dimensions, some non-zero combination would vanish at every direction, which has just been excluded.

For a unit direction, let x, y, z be the squared cosines, with x+y+z = 1, and set

u = xy + yz + zx, w = xyz.

Through sixth order the energy density is f = f0 + bu + cw. The high-symmetry directions are

T = [001]: u = 0, w = 0,

O = [011]: u = 1/4, w = 0,

R = [111]: u = 1/3, w = 1/27.

Three inequalities limit u and w. The first is w ≥ 0. The second follows from

u − 9w = x(y−z)² + y(z−x)² + z(x−y)² ≥ 0,

where u was multiplied by x+y+z = 1 before expanding. The third uses

1 − 4u + 9w = x(x−y)(x−z) + y(y−z)(y−x) + z(z−x)(z−y).

Take x ≥ y ≥ z. The first two terms add up to (x−y)²(x+y−z) ≥ 0, and the last is z(x−z)(y−z) ≥ 0. Hence w ≥ (4u−1)/9.

The lines w = 0, w = u/9 and w = (4u−1)/9 bound a triangle with corners T, O and R. The sixth-order energy is linear in u and w, so its lowest value is reached at a corner. Another direction can at most tie; for example, when b = 0 and c > 0, all directions in a cube-face plane are equal. The conclusion also holds when |P| is free, because the absolute minimum is the lowest point on its own sphere. A monoclinic ground state, apart from such ties, therefore needs at least eighth order in this type of expansion.

**Solution (d): three energies, then four**

Setting f = 0 at T gives f0 = 0. The sixth-order model then follows from O and R:

b/4 = −20, so b = −80 kJ/m³,

b/3 + c/27 = 100, so c = 27(100 + 26.67) = 3420 kJ/m³.

Its lowest corner is O, at −20 kJ/m³. At 22.5° it predicts −80/8 = −10 kJ/m³, while the given value is −50 kJ/m³. Three coefficients cannot hold four data.

At eighth order one new function appears, u², with coefficient d. At 22.5°, u = sin²θ cos²θ = (sin²2θ)/4 = 1/8 and w = 0. The conditions are

O: b/4 + d/16 = −20,

22.5°: b/8 + d/64 = −50.

Half of the first is b/8 + d/32 = −10. Subtracting the second leaves d/64 = 40, so d = 2560 kJ/m³. Then b = 4(−20−160) = −720 kJ/m³. The R energy gives

−240 + 284.44 + c/27 = 100, so c = 1500 kJ/m³.

Completing the square,

f = d(u−u*)² + cw − b²/(4d), u* = −b/(2d) = 720/5120 = 0.1406.

Since c and d are positive, the minimum has w = 0 and u = u*, which a direction (0, sin θ, cos θ) can reach. There

sin 2θ = √(4u*) = 0.75, so θ = 24.3° or 65.7°,

and the energy is −50.6 kJ/m³. The second angle is the equivalent direction with the two axes exchanged. The cubic operations that leave this direction unchanged are the identity and the mirror P1 → −P1, so the phase is monoclinic. The four data fix the eighth-order model but do not test it; a fifth energy would be needed for that. Order ten has a fifth function, uw, which can absorb an energy at a new direction with w ≠ 0. In the cube-face planes uw vanishes, so a fifth energy measured there tests the tenth-order model as well.

**How large are the neglected effects?**

For rough estimates, take a polarization of 40 µC/cm². This and the anisotropy energies are round model values, not measurements. The well depth divided by P0 gives a field scale of 50.6 kJ/m³ / 0.40 C/m² = 1.3 kV/cm. Forcing P onto [001] takes much more. With a field E along [001], the energy near θ = 0 is a constant plus (b + P0E/2)θ², so at fixed |P| [001] becomes stable only above E = 2|b|/P0 = 36 kV/cm.

The length of P is not rigid. With a rough relative permittivity ε = 700 along P, its stiffness is K = P0²/(ε₀ε) = 25,800 kJ/m³. Add ½K(|P|/P0−1)² and let the u, u² and w terms scale as |P|⁴, |P|⁸ and |P|⁶. The monoclinic minimum then stays where it was, but numerical minimization over |P| lowers R from 100 to 65 kJ/m³. If the u term scales as |P|⁶ instead, the minimum moves to 24.0° and |P| grows by 0.8 %. A field strong enough to hold P on [001] also stretches it, by 7 to 8 %. This raises the threshold of 36 kV/cm to 44 kV/cm in the first case and to 54 kV/cm in the second. These shifts assume that ε stays at 700 up to such fields. In a real ferroelectric the permittivity along P usually falls under a strong bias, which would make both the stretch and the shift smaller.

Zero stress is an assumption that a clamped crystal does not satisfy. A strain mismatch of 0.5 % with a stiffness of 100 GPa, both rough, costs ½ × 100 GPa × (0.005)² = 1250 kJ/m³, about 25 times the well depth. If the mismatch differs between the cube axes, part of this energy depends on the direction of P. The angle of 24° therefore cannot in general be carried over to a clamped film or grain.

Temperature sets a size limit. Turning P about [001] from (0, sin θ, cos θ) to (sin θ, 0, cos θ) must cross the plane P1 = P2 or P1 = −P2. A numerical scan of these planes puts their lowest point 6.9 kJ/m³ above the minimum, and the path at constant u rises by 8.0 kJ/m³, so the barrier lies between these values. At 300 K, kT equals the lower one for a cube of edge 8.5 nm. A separate, stress-free particle of this size, with its surface charge fully screened, would switch almost freely among the four directions around one cube axis. The other directions, including the reversed one, lie behind a pass at O, 30.6 kJ/m³ above the minimum at fixed |P|, or about 4.5 kT at this size. If |P| relaxes, this pass drops to 25.8 kJ/m³ (3.8 kT) when the u term scales as |P|⁴ and stays near 31 kJ/m³ when it scales as |P|⁶. The lower barrier stays at 6.9 to 7.0 kJ/m³ in both cases. A region inside a larger crystal is also held by its neighbours, through bound charge and gradient energy that are left out here. To hold one direction for a time τ, the barrier must be about kT ln(τ/τ0). With a rough attempt time τ0 = 1 ps and τ = 1 s this is 28 kT, or an edge of about 26 nm if the particle turns as a unit.

**Variation 1: how many direction functions are new at each order?**

An invariant of the form I2 × (lower invariant) adds nothing new on the sphere. The number of new functions is N(n) − N(n−2), with N(0) = 1 for the constant. Its generating function is

(1−t²)M(t) = 1/[(1−t⁴)(1−t⁶)].

The new functions are thus the products I4ʲI6ᵏ with 4j+6k = n. Their numbers at orders 2, 4, 6, 8, 10 and 12 are 0, 1, 1, 1, 1 and 2. Second order has no cubic anisotropy at all. Order twelve is the first to bring two new functions, u³ and w², which is why N jumps from 5 to 7.

**Variation 2: where does the monoclinic phase end?**

Hold c = 1500 and d = 2560 kJ/m³ fixed and vary b. The minimum found in (d) exists as long as 0 < u* < 1/4, that is,

−d/2 < b < 0, or −1280 < b < 0 kJ/m³.

For b ≥ 0 every term of f is non-negative, and T is lowest. For b ≤ −d/2, f at w = 0 falls all the way to u = 1/4, so O is lowest among directions with u ≤ 1/4. For u > 1/4, the bound w ≥ (4u−1)/9 gives

f − f(O) ≥ (u−1/4)[b + d(u+1/4) + 4c/9] ≥ (u−1/4)[b + d/2 + 4c/9].

This is positive for b > −1280 − 667 = −1947 kJ/m³, so O is certainly the ground state from there up to −1280 kJ/m³.

Inside the window sin²2θ = −2b/d. The angle grows continuously from 0° at the T boundary, as θ ≈ ½√(−2b/d), to 45° at the O boundary. The energy gained over T is b²/(4d), and over O it is d(u*−1/4)². Each vanishes quadratically at its boundary, so both transitions are continuous in this fixed-length model.
